# How the Stochastic Trace Error per Atom Depends on System Size: a numerical check

```python
"""Stochastic trace per atom: error = sqrt(v_N / (I N)).

Result under test: for a real symmetric N x N matrix A and I vectors chi with
independent +-1 entries, (1/(I N)) sum chi^T A chi has mean Tr A / N and
variance v_N/(I N), where v_N = (2/N) sum_{i != j} A_ij^2.
Here A = g(H), g(e) = 2 e f(e), f = Fermi function with chemical potential 0.
H is a tight-binding ring with hopping -t. D = 2 f(H) is the density matrix.
Also tested: locality of A, limits of the claim, and the bias of a
nonlinear energy (U/4) sum n_i^2 evaluated with a stochastic density n_i.
Energies are in hartree.
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
t, kT, U = 0.1, 0.01, 0.1
half_width = 2 * t
rng = np.random.default_rng(20)


def fermi(e):
    return 1 / (1 + np.exp(e / kT))


def band_function(e):
    return 2 * e * fermi(e)


def density_function(e):
    return 2 * fermi(e)


def ring_hamiltonian(n, onsite=None):
    h = np.zeros((n, n))
    idx = np.arange(n)
    h[idx, (idx + 1) % n] = -t
    h[(idx + 1) % n, idx] = -t
    if onsite is not None:
        h[idx, idx] = onsite
    return h


def matrix_function(h, func):
    e, c = np.linalg.eigh(h)
    return (c * func(e)) @ c.T


def variance_constant(a):
    off = a - np.diag(np.diag(a))
    return 2 * np.sum(off**2) / len(a)


def band_average(func):
    value = quad(lambda k: func(-2 * t * np.cos(k)), 0, np.pi,
                 points=[np.pi / 2], epsabs=1e-13, epsrel=1e-12, limit=400)[0]
    return value / np.pi


print(f"hopping t = {t} hartree, kT = {kT} hartree, U = {U} hartree")

# Exact enumeration of every sign vector on a small disordered ring
n_small = 10
a_small = matrix_function(
    ring_hamiltonian(n_small, rng.uniform(-0.1, 0.1, n_small)), band_function)
signs = np.array(list(itertools.product([-1.0, 1.0], repeat=n_small)))
local = signs * (signs @ a_small)
covariance = np.cov(local.T, bias=True)
expected = a_small**2
np.fill_diagonal(expected, np.sum(a_small**2, axis=1) - np.diag(a_small)**2)
assert np.allclose(local.mean(axis=0), np.diag(a_small), atol=1e-13)
assert np.allclose(covariance, expected, atol=1e-13)
var_enumerated = np.var(local.sum(axis=1))
var_formula = n_small * variance_constant(a_small)
assert np.isclose(var_enumerated, var_formula, rtol=1e-10)
print(f"enumeration, {n_small} atoms, {len(signs)} sign vectors:")
print(f"  variance of trace, enumerated = {var_enumerated:.8f} hartree^2")
print(f"  variance of trace, formula    = {var_formula:.8f} hartree^2")

# Variance constant: explicit matrix elements against the band integral
mean_g = band_average(band_function)
mean_g2 = band_average(lambda e: band_function(e)**2)
v_band = 2 * (mean_g2 - mean_g**2)
g_max = np.max(np.abs(band_function(np.linspace(-half_width, half_width, 4001))))
print(f"band average of g   = {mean_g:.6f} hartree")
print(f"band average of g^2 = {mean_g2:.6f} hartree^2")
print(f"v from band integral = {v_band:.6f} hartree^2")
print(f"sqrt(v) = {np.sqrt(v_band):.5f} hartree")
print(f"upper bound 2 max g^2 = {2 * g_max**2:.6f} hartree^2")
for n, tol in ((64, 1e-2), (256, 1e-8), (1024, 1e-8)):
    a = matrix_function(ring_hamiltonian(n), band_function)
    v_matrix = variance_constant(a)
    assert abs(v_matrix / v_band - 1) < tol
    assert v_matrix <= 2 * g_max**2
    print(f"  v_N from matrix elements, N = {n}: {v_matrix:.6f} hartree^2")
    if n == 256:
        row = a[0].copy()

# Locality: coefficient bound, matrix-element bound and actual decay rate
degree, nodes = 120, 1024
theta = np.pi * (np.arange(nodes) + 0.5) / nodes
cosines = np.cos(np.outer(np.arange(degree + 1), theta))


def chebyshev_coefficients(func):
    c = 2 / nodes * cosines @ func(half_width * np.cos(theta))
    c[0] /= 2
    return c


c_band = chebyshev_coefficients(band_function)
c_density = chebyshev_coefficients(density_function)
kappa = np.arcsinh(np.pi * kT / half_width)
rho = np.exp(np.arcsinh(0.8 * np.pi * kT / half_width))
circle = rho * np.exp(1j * np.linspace(0, 2 * np.pi, 20001))
ellipse_max = np.max(np.abs(band_function(half_width * (circle + 1 / circle) / 2)))
orders = np.arange(1, degree + 1)
assert np.all(np.abs(c_band[1:]) <= 2 * ellipse_max * rho**(-orders))
distance = np.arange(1, 129)
bound = 2 * ellipse_max * rho**(1.0 - distance) / (rho - 1)
assert np.all(np.abs(row[1:129]) <= bound)
kappa_matrix = -0.5 * np.log(abs(row[42] / row[40]))
assert abs(kappa_matrix / kappa - 1) < 1e-3
print(f"ellipse: rho = {rho:.5f}, M = {ellipse_max:.5f} hartree")
print(f"decay rate: pole {kappa:.6f}, matrix {kappa_matrix:.6f} per bond")
print(f"decay length 1/kappa = {1 / kappa:.3f} bonds")
for d in (2, 20, 40):
    print(f"  |A| at {d} bonds = {abs(row[d]):.3e}, bound {bound[d-1]:.3e} hartree")


# Sampling with neighbour hops only
def sample_ring(n, vectors):
    energies, densities = [], []
    for _ in range(vectors // 100):
        chi = rng.choice([-1.0, 1.0], size=(100, n))
        previous = chi
        current = -0.5 * (np.roll(chi, 1, axis=1) + np.roll(chi, -1, axis=1))
        g_chi = c_band[0] * previous + c_band[1] * current
        d_chi = c_density[0] * previous + c_density[1] * current
        for k in range(2, degree + 1):
            following = -(np.roll(current, 1, axis=1)
                          + np.roll(current, -1, axis=1)) - previous
            previous, current = current, following
            g_chi += c_band[k] * current
            d_chi += c_density[k] * current
        energies.append(np.sum(chi * g_chi, axis=1) / n)
        densities.append(chi * d_chi)
    return np.concatenate(energies), np.concatenate(densities)


sizes, vectors, group = (64, 256, 1024), 2000, 10
density_variance = 4 * band_average(lambda e: fermi(e)**2) - 1
bias_formula = U * density_variance / (4 * group)
rms_single = []
print(f"sampling: {vectors} vectors per ring, Chebyshev degree {degree}")
print(f"predicted density error per site, I = {group}: "
      f"{np.sqrt(density_variance / group):.4f} electrons")
print(f"predicted nonlinear bias per atom, I = {group}: {bias_formula:.6f} hartree")
for n in sizes:
    energy, density = sample_ring(n, vectors)
    levels = -2 * t * np.cos(2 * np.pi * np.arange(n) / n)
    exact = np.mean(band_function(levels))
    error = energy - exact
    rms1 = np.sqrt(np.mean(error**2))
    rms10 = np.sqrt(np.mean(error.reshape(-1, group).mean(axis=1)**2))
    sigma1 = np.sqrt(v_band / n)
    sigma10 = sigma1 / np.sqrt(group)
    # Sampling errors of the rms are about 1.6 % (I=1) and 5 % (I=10).
    assert abs(rms1 / sigma1 - 1) < 0.08
    assert abs(rms10 / sigma10 - 1) < 0.22
    assert np.mean(np.abs(error) > 2 * sigma1) <= 0.25
    rms_single.append(rms1)
    # The linear part of n_i^2 has zero mean; removing it lowers the noise.
    grouped = density.reshape(-1, group, n).mean(axis=1)
    noise = np.mean((grouped - 1)**2)
    bias = U / 4 * noise
    assert abs(bias / bias_formula - 1) < 0.12
    print(f"N = {n}: exact energy per atom {exact:.6f} hartree")
    print(f"  I = 1:  measured {rms1:.5f}, predicted {sigma1:.5f} hartree")
    print(f"  I = {group}: measured {rms10:.5f}, predicted {sigma10:.5f} hartree")
    print(f"  density error {np.sqrt(noise):.4f} electrons, "
          f"bias {bias:.6f} hartree per atom")
slope = np.polyfit(np.log(sizes), np.log(rms_single), 1)[0]
assert abs(slope + 0.5) < 0.05
print(f"fitted exponent of N at I = 1: {slope:.3f}")
print(f"N = 1024, I = {group}: predicted error per atom "
      f"{1000 * sigma10 * HARTREE_EV:.2f} meV")
for n in sizes:
    print(f"  total-energy error, N = {n}, I = {group}: "
          f"{np.sqrt(v_band * n / group):.4f} hartree")

# Translational symmetry is not needed
print("disordered ring, site energies uniform in [-0.1, 0.1] hartree:")
disordered = []
for n in (128, 256, 512):
    h = ring_hamiltonian(n, rng.uniform(-0.1, 0.1, n))
    v = variance_constant(matrix_function(h, band_function))
    assert v <= 2 * np.max(np.abs(band_function(np.linalg.eigvalsh(h))))**2
    disordered.append(v)
    print(f"  N = {n}: v_N = {v:.5f} hartree^2")
assert max(disordered) / min(disordered) < 1.2

# A nonlocal bounded projector self-averages; the all-ones matrix does not
for n in (100, 400):
    q = np.linalg.qr(rng.normal(size=(n, n)))[0][:, :n // 2]
    projector = q @ q.T
    v = variance_constant(projector)
    i, j = np.indices((n, n))
    separation = np.minimum(abs(i - j), n - abs(i - j))
    far = np.sum(projector[separation > n // 4]**2)
    far_share = far / (n * v / 2)
    assert abs(v - 0.5) < 0.03 and far_share > 0.4
    sums = 2.0 * rng.binomial(n, 0.5, size=40000) - n
    ones_rms = np.sqrt(np.mean((sums**2 / n - 1)**2))
    assert abs(ones_rms / np.sqrt(2 * (n - 1) / n) - 1) < 0.06
    print(f"N = {n}: random projector v_N = {v:.4f}, far share {far_share:.3f}")
    print(f"  all-ones matrix, I = 1: error per atom {ones_rms:.3f} (no unit)")

# Number of vectors for a chosen error per atom
target = 1e-3
print(f"target {target} hartree per atom: I N = {v_band / target**2:.0f}")
for n in (64, 1024, 16384):
    print(f"  N = {n}: I = {int(np.ceil(v_band / (n * target**2)))} vectors")

print("done: every assertion held")
```

Running it gives:

```
hopping t = 0.1 hartree, kT = 0.01 hartree, U = 0.1 hartree
enumeration, 10 atoms, 1024 sign vectors:
  variance of trace, enumerated = 0.59002428 hartree^2
  variance of trace, formula    = 0.59002428 hartree^2
band average of g   = -0.126796 hartree
band average of g^2 = 0.039979 hartree^2
v from band integral = 0.047803 hartree^2
sqrt(v) = 0.21864 hartree
upper bound 2 max g^2 = 0.320000 hartree^2
  v_N from matrix elements, N = 64: 0.047804 hartree^2
  v_N from matrix elements, N = 256: 0.047803 hartree^2
  v_N from matrix elements, N = 1024: 0.047803 hartree^2
ellipse: rho = 1.13353, M = 0.40315 hartree
decay rate: pole 0.156441, matrix 0.156445 per bond
decay length 1/kappa = 6.392 bonds
  |A| at 2 bonds = 4.295e-02, bound 5.327e+00 hartree
  |A| at 20 bonds = 2.736e-04, bound 5.581e-01 hartree
  |A| at 40 bonds = 1.189e-05, bound 4.550e-02 hartree
sampling: 2000 vectors per ring, Chebyshev degree 120
predicted density error per site, I = 10: 0.3060 electrons
predicted nonlinear bias per atom, I = 10: 0.002340 hartree
N = 64: exact energy per atom -0.126795 hartree
  I = 1:  measured 0.02774, predicted 0.02733 hartree
  I = 10: measured 0.00891, predicted 0.00864 hartree
  density error 0.3081 electrons, bias 0.002373 hartree per atom
N = 256: exact energy per atom -0.126796 hartree
  I = 1:  measured 0.01392, predicted 0.01366 hartree
  I = 10: measured 0.00454, predicted 0.00432 hartree
  density error 0.3052 electrons, bias 0.002329 hartree per atom
N = 1024: exact energy per atom -0.126796 hartree
  I = 1:  measured 0.00664, predicted 0.00683 hartree
  I = 10: measured 0.00222, predicted 0.00216 hartree
  density error 0.3062 electrons, bias 0.002345 hartree per atom
fitted exponent of N at I = 1: -0.516
N = 1024, I = 10: predicted error per atom 58.79 meV
  total-energy error, N = 64, I = 10: 0.5531 hartree
  total-energy error, N = 256, I = 10: 1.1062 hartree
  total-energy error, N = 1024, I = 10: 2.2125 hartree
disordered ring, site energies uniform in [-0.1, 0.1] hartree:
  N = 128: v_N = 0.05058 hartree^2
  N = 256: v_N = 0.05183 hartree^2
  N = 512: v_N = 0.04988 hartree^2
N = 100: random projector v_N = 0.4913, far share 0.500
  all-ones matrix, I = 1: error per atom 1.400 (no unit)
N = 400: random projector v_N = 0.4976, far share 0.495
  all-ones matrix, I = 1: error per atom 1.425 (no unit)
target 0.001 hartree per atom: I N = 47803
  N = 64: I = 747 vectors
  N = 1024: I = 47 vectors
  N = 16384: I = 3 vectors
done: every assertion held
```
